# Pseudized augmentation functions that keep the exterior Coulomb potential, part 2

In the ultrasoft method, partial waves $\psi_i=R_iY_{l_im_i}$ and pseudo partial waves $\phi_i=\tilde R_iY_{l_im_i}$ agree for $r\ge r_c$. The augmentation function $Q_{ij}=\psi_i\psi_j-\phi_i\phi_j$ has the channels
$$Q_{ij}(\mathbf r)=\sum_{LM}G^{ij}_{LM}\,Q^L_{ij}(r)\,Y_{LM}(\hat{\mathbf r}),\qquad G^{ij}_{LM}=\int Y_{l_im_i}Y_{l_jm_j}Y_{LM}\,d\Omega .\tag{4}$$
Before pseudization $Q^L_{ij}=R_iR_j-\tilde R_i\tilde R_j$ for every $L$; $ij$ is often dropped. For $d_{z^2}$, $G_0=0.282095$, $G_2=0.180224$, $G_4=0.241796$.

Units are Hartree atomic, the $Y_{LM}$ are real and orthonormal, and $V[\rho](\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ for a number density $\rho$. With $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$, $x=\cos\gamma$, and $r_<$, $r_>$ the smaller and larger of $r,r'$,
$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{l=0}^\infty\frac{r_<^{\,l}}{r_>^{\,l+1}}P_l(\cos\gamma),\qquad |P_l|\le1,\tag{2}$$
which defines $P_l$. For integrable $g$ and unit vectors $\mathbf n,\mathbf n'$,
$$\int g(\mathbf n\cdot\mathbf n')\,Y_{LM}(\mathbf n')\,d\Omega'=Y_{LM}(\mathbf n)\;2\pi\int_{-1}^1g(x)P_L(x)\,dx .\tag{3}$$

Inside $r_{\rm in}\le r_c$, $Q^L$ is replaced by $\tilde Q^L$. Let $\Delta=\tilde Q^L-Q^L$, and let $m_L$ and $M_L$ be $\int r^{L+2}Q^L\,dr$ from $0$ to $r_{\rm in}$ and to $r_c$; tildes mark pseudized quantities. $\Delta\rho$ and $\Delta V$ are the changes of density and potential. For $r>r_{\rm in}$,
$$\Delta V(\mathbf r)=\frac{4\pi}{2L+1}\,\frac{Y_{LM}(\hat{\mathbf r})}{r^{L+1}}\int_0^{r_{\rm in}}r'^{L+2}\Delta\,dr'=\frac{4\pi}{2L+1}\,\frac{\tilde m_L-m_L}{r^{L+1}}\,Y_{LM}(\hat{\mathbf r}).\tag{5}$$
The theorem: the exterior potential is unchanged if and only if $\tilde m_L=m_L$, with no matching at $r_{\rm in}$ required. The opening argument for the weight $r^{L+2}$ used the kernel's rotational invariance, lack of a length scale and Laplace's equation.

A density $q(r)Y_{LM}$ has the potential $V_L(r)Y_{LM}$, with
$$V_L(r)=\frac{4\pi}{2L+1}\Big[r^{-L-1}A(r)+r^LB(r)\Big],\quad A=\int_0^rr'^{L+2}q\,dr',\quad B=\int_r^\infty r'^{1-L}q\,dr' .\tag{6}$$

Question (e) now asks: *With all moments conserved, examine (i) the interaction with outside charges and the overlap operator, (ii) the self-energy, (iii) the zero of potential in a crystal, (iv) a screened kernel.*

**Solution.** (i) The interaction with a density $\rho_{\rm ext}$ changes by $\int\rho_{\rm ext}\,\Delta V\,d^3r$. This is zero if $\rho_{\rm ext}$ lies outside $r_{\rm in}$, as for neighbouring ions, and in general nonzero for the part of the smooth valence density that enters the sphere. The overlap operator $S=1+\sum q_{ij}|\beta_i\rangle\langle\beta_j|$, with projectors $\beta_i$, contains $q_{ij}=\int Q_{ij}\,d^3r$. Since $Y_{00}=1/\sqrt{4\pi}$, $\int Y_{LM}d\Omega=\sqrt{4\pi}\,\delta_{L0}$ and $G^{ij}_{00}=\delta_{l_il_j}\delta_{m_im_j}/\sqrt{4\pi}$, so $q_{ij}=\delta_{l_il_j}\delta_{m_im_j}M_0^{ij}$. The $L=0$ condition keeps $S$ and the electron count. It does nothing for the higher channels: if one function fitted to $m_0$ is used for all $L$, (5) leaves an exterior error proportional to $\int r^{L+2}\Delta\,dr$.

(ii) For $E[\rho]=\frac12\int\rho V[\rho]$, symmetry of the kernel gives $E[\rho+\Delta\rho]-E[\rho]=\int\rho\,\Delta V+\frac12\int\Delta\rho\,\Delta V$. Both integrals run over the interior, where $\Delta V$ does not vanish identically. The moment condition does not force their sum to vanish, so in general the energy changes; it stays the same only if the two terms happen to cancel. By orthonormality $E=\sum_{LM}G_{LM}^2E_L$ for a density (4), with $E_L=\frac12\int r^2Q^LV_L\,dr$. In reciprocal space, (3) with $g(x)=e^{-iGrx}$ gives $\int e^{-i\mathbf G\cdot\mathbf r}Y_{LM}d\Omega=4\pi(-i)^Lj_L(Gr)Y_{LM}(\hat{\mathbf G})$, where $j_L(\xi)=\frac{i^L}2\int_{-1}^1e^{-i\xi x}P_L\,dx$ is the spherical Bessel function (for $L=0$ this is $\sin\xi/\xi$). Hence $\rho(\mathbf G)=4\pi(-i)^LF_L(G)Y_{LM}(\hat{\mathbf G})$ with $F_L=\int r^2Q^Lj_L(Gr)\,dr$. The transform of $e^{-\kappa r}/r$ is $\frac{4\pi}G\int_0^\infty e^{-\kappa r}\sin Gr\,dr=4\pi/(G^2+\kappa^2)$, which tends to $4\pi/G^2$. Parseval's theorem gives
$$E_L=\frac12\int\frac{d^3G}{(2\pi)^3}\frac{4\pi}{G^2}\,16\pi^2F_L^2\,Y_{LM}^2=\frac12\cdot\frac{64\pi^3}{8\pi^3}\int_0^\infty F_L^2\,dG=4\int_0^\infty F_L^2\,dG .\tag{7}$$
Because $x^k$ is a combination of $P_l$ with $l\le k$, $P_L$ is orthogonal to $x^k$ for $k<L$, and $j_L(\xi)\propto\xi^L$ at small $\xi$. So $F_L\propto G^LM_L$ as $G\to0$: the moment condition fixes the leading long-wavelength term and leaves the large-$G$ tail free to be reduced, which is the purpose of the replacement. The exchange-correlation energy and the integrals $\int V_{\rm eff}Q_{ij}$ also sample the interior, so the same $\tilde Q$ must be used when the pseudopotential is generated and when it is applied.

(iii) Let $\Delta\rho$ be the total change on one atom. Integrate $\Delta V$ over a ball of radius $R>r_{\rm in}$, outside which it vanishes, and exchange the order of integration. The inner integral is the potential of a ball of unit density. From (6) with $L=0$ and $q=1$ (the factor $Y_{00}$ cancels between density and potential) it is $4\pi[r'^2/3+(R^2-r'^2)/2]=2\pi R^2-\frac{2\pi}3r'^2$. The first term multiplies $\int\Delta\rho=0$, so
$$\int\Delta V\,d^3r=-\frac{2\pi}3\int r^2\Delta\rho\,d^3r .\tag{8}$$
Only the $L=0$ channel contributes, and through its weight $r^4$, which is not conserved. In a crystal with one atom per cell of volume $\Omega$, the lattice sum $U$ of the $\Delta V$ is a finite sum at each point, solves Poisson's equation for the periodic $\Delta\rho$, vanishes outside all spheres and has cell average $\frac1\Omega\int\Delta V$. Two periodic solutions differ by a function with $G^2c_{\mathbf G}=0$, a constant. The plane-wave convention $V(\mathbf G=0)=0$ selects $U$ minus its average, so the potential between the spheres is shifted by
$$\delta V=-\frac1\Omega\int\Delta V\,d^3r=\frac{2\pi}{3\Omega}\int r^2\Delta\rho\,d^3r .\tag{9}$$
Between the spheres the fields are unchanged and only the reference level moves, which matters when absolute levels of two calculations are compared. Inside $r_{\rm in}$ the potential changes by $\Delta V$ as well. Equation (9) is the shift of the Hartree term alone, at fixed occupations and fixed smooth density. The unscreened local pseudopotential is generated with the same $\tilde Q$ and changes too, so the shift of levels between two complete calculations also depends on how its $\mathbf G=0$ term is treated.

(iv) Take the kernel $e^{-\kappa s}/s$ with $s=|\mathbf r-\mathbf r'|$, $L=0$ and $r>r'$. From $s^2=r^2+r'^2-2rr'x$, $dx=-s\,ds/(rr')$, and
$$2\pi\int_{-1}^1\frac{e^{-\kappa s}}s\,dx=\frac{2\pi}{rr'}\int_{r-r'}^{r+r'}e^{-\kappa s}ds=4\pi\,\frac{e^{-\kappa r}}r\,\frac{\sinh\kappa r'}{\kappa r'} .$$
For $\Delta\rho=\Delta(r)/4\pi$ the exterior change is
$$\Delta V_\kappa=\frac{e^{-\kappa r}}r\int_0^{r_{\rm in}}r'^2\Delta\,\frac{\sinh\kappa r'}{\kappa r'}\,dr'=\frac{e^{-\kappa r}}r\Big[\frac{\kappa^2}6\int r'^4\Delta\,dr'+\frac{\kappa^4}{120}\int r'^6\Delta\,dr'+\dots\Big].\tag{10}$$
The kernel still factorizes, but it has a length scale and does not obey Laplace's equation, so the opening argument fails and the weight is no longer a power. The Coulomb result returns as $\kappa\to0$.

## (f) Construction and worked example

*Construct $\tilde Q^L=r^L(c_0+c_1r^2+c_2r^4+c_3r^6)$ matching value, first and second derivative at $r_{\rm in}$ and the moment $m_L$. Apply it to a model $3d$ orbital.*

**Solution.** This form is chosen because $r^LY_{LM}$ and $r^2$ are polynomials in Cartesian coordinates, so $\tilde Q^LY_{LM}$ is smooth at the nucleus. The matching serves the large-$G$ tail and is not needed for the theorem. The four linear conditions are $\tilde Q^{(k)}(r_{\rm in})=Q^{(k)}(r_{\rm in})$ for $k=0,1,2$ and
$$\sum_{k=0}^3c_k\,\frac{r_{\rm in}^{2L+2k+3}}{2L+2k+3}=m_L .$$
The system is never singular. A solution of the homogeneous system has a triple zero at $r_{\rm in}$, so the cubic in $r^2$ is $c\,(r^2-r_{\rm in}^2)^3$. This has one sign inside, so its moment vanishes only if $c=0$.

*Model.* The inputs are chosen, a two-exponential model $3d$ orbital: $R=\mathcal N r^2(w_1N_1e^{-\zeta_1r}+w_2N_2e^{-\zeta_2r})$ with $\zeta=5.95,\ 2.30$ bohr$^{-1}$ and $w=0.5933,\ 0.5744$. From $\int r^6e^{-br}dr=720/b^7$ follow $N=(2\zeta)^{7/2}/\sqrt{720}=216.64472$ and $7.78012$ bohr$^{-7/2}$, the overlap $S_{12}=720N_1N_2/(\zeta_1+\zeta_2)^7=0.466540$, and $\mathcal N=(w_1^2+w_2^2+2w_1w_2S_{12})^{-1/2}=1.000037$. The pseudo function $\tilde R=r^2(a_0+a_1r^2+a_2r^4)$, matched through the second derivative at $r_c=2.0$ bohr, has $a_0=0.315708$, $a_1=-0.107828$, $a_2=0.010087$ in powers of bohr. Then $Q=R^2-\tilde R^2$, and at $r_{\rm in}=1.2$ bohr $Q=0.238770$, $Q'=-1.067444$, $Q''=4.145743$. The moments in bohr$^L$ and the coefficients $c_0,\dots,c_3$ are:

- $L=0$: $m=0.704568$, $M=0.785320$; $c=5.20521,\ -8.82781,\ 5.38447,\ -1.14523$.
- $L=2$: $m=0.373159$, $M=0.527727$; $c=10.79196,\ -20.42867,\ 13.29413,\ -2.93892$.
- $L=4$: $m=0.283260$, $M=0.591948$; $c=13.36802,\ -25.88891,\ 17.04312,\ -3.78885$.

For $L=0$ the weights $1.2^{2k+3}/(2k+3)$ are $0.576$, $0.497664$, $0.511883$, $0.573309$, and the moment is $2.99820-4.39328+2.75622-0.65657=0.70457$ as required. The value at $r_{\rm in}$ is $5.20521-12.71205+11.16524-3.41964=0.23876$, equal to $Q$ within the rounding of the $c_k$. The overlap coefficient is $q=M_0=0.785320$: most of the electron resides in the augmentation.

*Channel potentials* in Ha, for the densities $QY_{LM}$ and $\tilde Q^LY_{LM}$:

| $L$ | $r$ (bohr) | $V_L$ | $\tilde V_L$ |
|---|---|---|---|
| 0 | 0.4 | 14.917265 | 14.661577 |
| 0 | 0.8 | 11.214571 | 11.176331 |
| 0 | 1.2 | 8.122309 | 8.122309 |
| 0 | 1.6 | 6.165403 | 6.165403 |
| 0 | 3.0 | 3.289539 | 3.289539 |
| 2 | 0.4 | 1.381592 | 0.684003 |
| 2 | 0.8 | 1.242099 | 1.132668 |
| 2 | 1.2 | 0.660939 | 0.660939 |
| 2 | 1.6 | 0.321306 | 0.321306 |
| 2 | 3.0 | 0.049123 | 0.049123 |
| 4 | 0.4 | 0.465476 | 0.067948 |
| 4 | 0.8 | 0.458191 | 0.342386 |
| 4 | 1.2 | 0.212675 | 0.212675 |
| 4 | 1.6 | 0.076273 | 0.076273 |
| 4 | 3.0 | 0.003401 | 0.003401 |

The columns agree from $r_{\rm in}$ outward, including $r=1.6$ bohr, which lies inside $r_c$. At $r=3.0$ bohr the multipole formula gives $4\pi(0.785320)/3=3.28954$, $\frac{4\pi}5(0.527727)/27=0.049123$ and $\frac{4\pi}9(0.591948)/243=0.0034013$ Ha. For the full $d_{z^2}$ density at $r=3.0$ bohr and $\theta=1$ rad, $P_2=-0.062110$ and $P_4=-0.346882$ give $Y_{20}=-0.039178$ and $Y_{40}=-0.293561$, and $\sum G_LV_LY_{L0}=0.261773-0.000347-0.000241=0.261185$ Ha. Direct integration gives $0.261184954$ Ha for both the original and the pseudized density.

*Arbitrary replacements.* A constant with the right moment is $(L+3)m_L/r_{\rm in}^{L+3}$, and $A/r$ needs $A=(L+2)m_L/r_{\rm in}^{L+2}$. For $L=0$ these are $3(0.704568)/1.728=1.223208$ bohr$^{-3}$ and $2(0.704568)/1.44=0.978567$ bohr$^{-2}$. For $L=2$ they are $0.749821$ and $0.719828$, for $L=4$ $0.553368$ and $0.569179$. At the point $r=1.8$ bohr, $\theta=1.0$, $\varphi=0.3$, the harmonics of $\cos M\varphi$ type are $Y_{00}=0.282095$, $Y_{21}=-0.474540$, $Y_{43}=-0.354224$ (the overall sign is a convention). The potential of the charge inside $r_{\rm in}$ is, for $L=2$, $\frac{4\pi}5(0.373159)(-0.474540)/1.8^3=-0.076311$ Ha; for $L=0$ it is $1.387571$ Ha and for $L=4$ $-0.007414$ Ha. The polynomial, the constant and $A/r$ reproduce all three values, the largest of the nine deviations being $5.1\times10^{-15}$ Ha.

*One function for all channels.* Using the $L=0$ polynomial everywhere gives $\Delta m_2=0.011889$ bohr$^2$ and $\Delta m_4=0.014592$ bohr$^4$. By (5), at $r=1.8$ bohr, $\Delta V_2=\frac{4\pi}5(0.011889)/5.832=0.005123$ Ha and $\Delta V_4=\frac{4\pi}9(0.014592)/18.896=0.001078$ Ha. On the $z$ axis $Y_{L0}=\sqrt{(2L+1)/4\pi}$, so the errors for the $d_{z^2}$ electron are $0.180224\times0.630783\times0.005123=0.000582$ Ha $=0.01585$ eV and $0.241796\times0.846284\times0.001078=0.000221$ Ha $=0.00600$ eV, with 1 Ha $=27.211386$ eV. They fall off only as $r^{-3}$ and $r^{-5}$.

*Self-energies.* $E_L$ goes from $4.629250$ to $4.555378$ Ha for $L=0$, from $0.459800$ to $0.293814$ Ha for $L=2$ and from $0.162537$ to $0.064649$ Ha for $L=4$. Weighted with $G_L^2$, the $d_{z^2}$ value is $0.368384+0.014935+0.009503=0.39282$ Ha before and $0.362505+0.009543+0.003780=0.375828$ Ha after. The part of (7) beyond $G=10$ bohr$^{-1}$ drops from $1.26\times10^{-3}$ to $2.49\times10^{-6}$ Ha, from $3.58\times10^{-3}$ to $4.61\times10^{-5}$ Ha and from $2.93\times10^{-2}$ to $8.23\times10^{-5}$ Ha for $L=0,2,4$. At this cutoff the tail grows with $L$, both before and after the replacement; the ordering of the channels can differ at other cutoffs.

*Interior sign.* For every $d$ orbital the $L=0$ part of the density is $G_0Y_{00}Q=Q/4\pi$, so per electron $\Delta\rho=\Delta/4\pi$, and (6) at $r=0$ gives $\Delta V(0)=\int r\,\Delta\,dr=+0.036902$ Ha. This is positive, although the table shows $\tilde V_0<V_0$ at $0.4$ and $0.8$ bohr. A softer function is not simply a more spread-out one. The original $Q$ starts as $r^4$ and is zero at the nucleus, while $\tilde Q^0(0)=5.20521$ bohr$^{-3}$, so charge from the peak moves inward as well as outward, and $\Delta V$ changes sign between $r=0$ and $0.4$ bohr.

*Crystal shift.* Per electron $\int r^2\Delta\rho\,d^3r=\int r^4\Delta\,dr=0.011889$ bohr$^2$, the same integral as $\Delta m_2$ above. Equation (8) gives $-\frac{2\pi}3(0.011889)=-0.02490$ Ha bohr$^3$. For a chosen fcc lattice constant $a=6.82$ bohr, $\Omega=a^3/4=79.3036$ bohr$^3$, and (9) gives $0.024899/79.3036=0.000314$ Ha $=0.00854$ eV per electron, or $0.0854$ eV for ten $d$ electrons with full on-site occupation.

*Screened kernel.* For $\kappa=0.5$ bohr$^{-1}$ the first two terms of (10) are $\frac{0.25}6(0.011889)+\frac{0.0625}{120}(0.014592)=4.954\times10^{-4}+0.076\times10^{-4}=5.030\times10^{-4}$, against the full integral $5.030016\times10^{-4}$. At $r=1.8$ bohr, $\Delta V_\kappa=e^{-0.9}(5.030016\times10^{-4})/1.8=1.1361\times10^{-4}$ Ha per electron from the spherical ($L=0$) part of the density, where the Coulomb kernel gives zero.

*The numerical check.* The numerical check tests these results against reference potentials computed without the expansion (2). Exterior potentials are computed by three-dimensional quadrature of the kernel itself, for $M\ne0$, for all three kinds of replacement, for the wrong-moment case, for the full $d_{z^2}$ density without Gaunt coefficients, and for the Yukawa kernel. Potentials at all radii come from the axial integral $V_L=2\pi\int r'^2q\,dr'\int P_L(x)\,s^{-1}dx$. The substitution $s=r_>+r_<u$, with $u$ from $-1$ to $1$, gives $x=-u+\frac{r_<}{2r_>}(1-u^2)$ and $|dx|/s=du/r_>$, so the inner integrand becomes a polynomial in $u$; the result is compared with (6). The program also checks the radial Poisson equation by finite differences, the Gaunt coefficients by quadrature, the self-energies in real space, with $V_L$ taken from (6), against (7), and (8) by integrating $\Delta V$ and by the small-$G$ limit of $4\pi\Delta\rho(G)/G^2$.

## Numbers as computed

```
Hartree atomic units (bohr, Ha); 1 Ha = 27.211386 eV
zeta = 5.95, 2.3 1/bohr; weights = 0.5933, 0.5744
N1 = 216.64472, N2 = 7.78012 bohr^-3.5; S12 = 0.466540; norm = 1.000037
r_c = 2.0 bohr; r_in = 1.2 bohr
a0,a1,a2 (bohr^-3.5,-5.5,-7.5) = 0.315708 -0.107828 0.010087
Q,Q',Q'' at r_in (bohr^-3,-4,-5) = 0.238770 -1.067444 4.145743
L=0: Gaunt = 0.282095; m_L(r_in) = 0.704568, M_L(r_c) = 0.785320 bohr^0
L=0: c0..c3 (bohr^-(3+2k)) = 5.20521 -8.82781 5.38447 -1.14523
L=2: Gaunt = 0.180224; m_L(r_in) = 0.373159, M_L(r_c) = 0.527727 bohr^2
L=2: c0..c3 (bohr^-(5+2k)) = 10.79196 -20.42867 13.29413 -2.93892
L=4: Gaunt = 0.241796; m_L(r_in) = 0.283260, M_L(r_c) = 0.591948 bohr^4
L=4: c0..c3 (bohr^-(7+2k)) = 13.36802 -25.88891 17.04312 -3.78885
L=0 r=0.4 bohr: V_L = 14.91726547, V~_L = 14.66157703 Ha
L=0 r=0.8 bohr: V_L = 11.21457064, V~_L = 11.17633051 Ha
L=0 r=1.2 bohr: V_L = 8.12230944, V~_L = 8.12230944 Ha
L=0 r=1.6 bohr: V_L = 6.16540322, V~_L = 6.16540322 Ha
L=0 r=3.0 bohr: V_L = 3.28953946, V~_L = 3.28953946 Ha
L=2 r=0.4 bohr: V_L = 1.38159151, V~_L = 0.68400261 Ha
L=2 r=0.8 bohr: V_L = 1.24209864, V~_L = 1.13266779 Ha
L=2 r=1.2 bohr: V_L = 0.66093886, V~_L = 0.66093886 Ha
L=2 r=1.6 bohr: V_L = 0.32130639, V~_L = 0.32130639 Ha
L=2 r=3.0 bohr: V_L = 0.04912309, V~_L = 0.04912309 Ha
L=4 r=0.4 bohr: V_L = 0.46547603, V~_L = 0.06794786 Ha
L=4 r=0.8 bohr: V_L = 0.45819121, V~_L = 0.34238563 Ha
L=4 r=1.2 bohr: V_L = 0.21267473, V~_L = 0.21267473 Ha
L=4 r=1.6 bohr: V_L = 0.07627285, V~_L = 0.07627285 Ha
L=4 r=3.0 bohr: V_L = 0.00340130, V~_L = 0.00340130 Ha
3D field point: r = 1.8 bohr, theta = 1.0, phi = 0.3 rad
L=0 M=0: Y = 0.282095; inner-part V = 1.38757146 Ha
L=0: constant = 1.223208 bohr^-3; A of A/r = 0.978567 bohr^-2
L=2 M=1: Y = -0.474540; inner-part V = -0.07631137 Ha
L=2: constant = 0.749821 bohr^-3; A of A/r = 0.719828 bohr^-2
L=4 M=3: Y = -0.354224; inner-part V = -0.00741425 Ha
L=4: constant = 0.553368 bohr^-3; A of A/r = 0.569179 bohr^-2
largest deviation, 9 replacements = 5.1e-15 Ha
d_z2, r=3.0, theta=1: V = 0.261184954, V~ = 0.261184954 Ha
L=0 poly in L=2: dm = 0.011889 bohr^2; dV_L(1.8) = 0.005123 Ha
  d_z2 error on z axis, r=1.8: 0.000582 Ha = 0.01585 eV
L=0 poly in L=4: dm = 0.014592 bohr^4; dV_L(1.8) = 0.001078 Ha
  d_z2 error on z axis, r=1.8: 0.000221 Ha = 0.00600 eV
L=0: E = 4.629250, E~ = 4.555378 Ha
L=0: tail G>10/bohr: 1.26e-03 -> 2.49e-06 Ha
L=2: E = 0.459800, E~ = 0.293814 Ha
L=2: tail G>10/bohr: 3.58e-03 -> 4.61e-05 Ha
L=4: E = 0.162537, E~ = 0.064649 Ha
L=4: tail G>10/bohr: 2.93e-02 -> 8.23e-05 Ha
d_z2 self-energy: 0.392821 -> 0.375828 Ha
dV at nucleus per electron = 0.036902 Ha
int r^2 drho = 0.011889 bohr^2; int dV = -0.024899 Ha bohr^3
fcc a = 6.82 bohr; Omega = 79.3036 bohr^3
exterior shift per electron = 0.000314 Ha = 0.00854 eV
exterior shift, 10 electrons = 0.0854 eV
Yukawa kappa = 0.5 1/bohr: sinh moment = 5.030016e-04 electrons
Yukawa dV(1.8) per electron = 1.136140e-04 Ha
```
